# Closed-form potential and drain current of an undoped double-gate transistor

Take a transistor whose channel is a 10 nm semiconductor film between two identical gates, and double the film thickness with everything else unchanged. In the model treated here, at a drain voltage of 0.5 V, the current doubles when the gate voltage is 0.2 V, but rises by only 1.1% when the gate voltage is 1.0 V. One formula, without any change of expression between the two biases, gives both results. Its derivation shows where the thickness enters and why it drops out.

## The model and its conventions

The film occupies $-t/2<x<t/2$, with permittivity $\varepsilon_s$. A gate insulator of thickness $t_{ox}$ and permittivity $\varepsilon_{ox}$ lies on each side, and both gates are at voltage $V_g$. The channel runs along $y$ from the source at $y=0$ to the drain at $y=L$; its width is $W$.

Let $q>0$ be the elementary charge and $V_T=kT/q$. The potential $\psi$ is defined so that $-q\psi$ is the intrinsic level, measured from the source Fermi level. The electron quasi-Fermi level is $-qV$, with $V=0$ at the source and $V=V_{ds}$ at the drain. Boltzmann statistics then give the electron density

$$n=n_i\,e^{(\psi-V)/V_T}. \tag{1}$$

The film has no dopants, and there is no fixed or interface charge. Holes are omitted, a step examined below. Quantum confinement is ignored, a limit examined at the end. The channel is long, so $\partial^2\psi/\partial y^2$ is neglected beside $\partial^2\psi/\partial x^2$: this is the gradual-channel approximation. Current flows along $y$ and not across the film, so $V$ depends on $y$ alone. The word "exact" below refers to this model.

The charge density is $-qn$, so at each $y$ Poisson's equation reads

$$\frac{d^2\psi}{dx^2}=\frac{q n_i}{\varepsilon_s}e^{(\psi-V)/V_T}. \tag{2}$$

Let $C_{ox}=\varepsilon_{ox}/t_{ox}$ be the capacitance per area of one gate, and $\Delta\phi$ the work-function difference, in volts, between gate and intrinsic film. Continuity of the normal displacement requires

$$C_{ox}\,[V_g-\Delta\phi-\psi(\pm t/2)]=\pm\varepsilon_s\,\psi'(\pm t/2). \tag{3}$$

The signs differ because the outward normal is $+x$ on one face and $-x$ on the other.

**The solution is even in $x$.** Suppose $\psi_1$ and $\psi_2$ both satisfy (2) and (3), and let $w=\psi_1-\psi_2$. Multiply the difference of the two Poisson equations by $w$ and integrate by parts:

$$[ww']_{-t/2}^{t/2}-\int w'^2dx=\frac{q}{\varepsilon_s}\int w\,(n_1-n_2)\,dx .$$

By (3), the boundary term is $-(C_{ox}/\varepsilon_s)[w(t/2)^2+w(-t/2)^2]$, so the left side is not positive. The right side is not negative, because $n$ increases with $\psi$. Both must vanish, and $w=0$. The solution is therefore unique. Since $\psi(-x)$ satisfies the same problem, it equals $\psi(x)$, and $\psi'(0)=0$.

## Integrating Poisson's equation

Put $u=(\psi-V)/V_T$ and $\kappa=qn_i/(\varepsilon_sV_T)$. Equation (2) becomes $u''=\kappa e^u$. Multiply by $u'$ and integrate from the centre, where $u'=0$ and $u=u_0$:

$$u'^2=2\kappa\,(e^u-e^{u_0}). \tag{4}$$

For $x>0$ the slope is positive, since $u''>0$. Hence $u\ge u_0$, and an angle $\theta$ in $[0,\pi/2)$ can be defined by

$$\cos\theta=e^{-(u-u_0)/2},\qquad u=u_0-2\ln\cos\theta .$$

Then $u'=2\tan\theta\,\theta'$, while $e^u-e^{u_0}=e^{u_0}(\sec^2\theta-1)=e^{u_0}\tan^2\theta$. Equation (4) turns into

$$4\tan^2\theta\,\theta'^2=2\kappa e^{u_0}\tan^2\theta
\quad\Rightarrow\quad \theta'=\sqrt{\kappa e^{u_0}/2}.$$

The angle grows linearly from zero at the centre. Call its value at the surface $\beta$. Then

$$\theta=\frac{2\beta x}{t},\qquad \beta=\frac t2\sqrt{\frac{\kappa e^{u_0}}2},\qquad 0<\beta<\frac\pi2. \tag{5}$$

Since $u=-2\ln[e^{-u_0/2}\cos\theta]$, the potential is

$$\boxed{\psi(x)=V-\frac{2kT}{q}\ln\!\left[A\cos\frac{2\beta x}{t}\right],\qquad
A=\frac{t}{2\beta}\sqrt{\frac{qn_i}{2\varepsilon_sV_T}}} \tag{6}$$

where $A=e^{-u_0/2}$ was found from (5). The cosine is even, so (6) holds for negative $x$ too. The factor $A$ is not a second free constant: it is fixed by $\beta$.

Equation (5) also gives the density at the centre, $n_0=n_ie^{u_0}$:

$$n_0=\frac{8\beta^2\varepsilon_sV_T}{q t^2}<\frac{2\pi^2\varepsilon_sV_T}{q t^2}. \tag{7}$$

However large the gate voltage, the centre density stays below this bound. Further charge gathers near the surfaces and screens the centre.

## The equation for $\beta$

Differentiating (6) at the upper surface gives

$$\psi'(t/2)=\frac{4V_T}{t}\,\beta\tan\beta. \tag{8}$$

Write $\tau=\beta\tan\beta$, $r=\varepsilon_s/(C_{ox}t)=\varepsilon_st_{ox}/(\varepsilon_{ox}t)$ and $U=V_g-\Delta\phi-V$. Insert (6) and (8) in (3), then divide by $2V_TC_{ox}$:

$$\frac{U}{2V_T}+\ln(A\cos\beta)=2r\tau .$$

From (6), $\ln A=-\ln\beta-\Lambda$, where $\Lambda=\ln[(2/t)\sqrt{2\varepsilon_sV_T/(qn_i)}]$. Therefore

$$\boxed{\frac{V_g-\Delta\phi-V}{2V_T}-\Lambda=\ln\beta-\ln\cos\beta+2r\beta\tan\beta} \tag{9}$$

Call the right side $f(\beta)$. Its derivative is

$$f'(\beta)=\frac1\beta+\tan\beta+2r\tau',\qquad \tau'=\tan\beta+\beta\sec^2\beta, \tag{10}$$

and every term is positive. As $\beta$ runs from $0$ to $\pi/2$, $f$ rises from $-\infty$ to $+\infty$. Each bias thus has one root, and the root varies smoothly with bias.

**Numbers at the source.** The example uses round model parameters: $T=300$ K, $t=10$ nm, $t_{ox}=2$ nm, relative permittivities 12 (film) and 4 (insulator), $n_i=10^{16}$ m$^{-3}$ and $\Delta\phi=0$. Then $V_T=0.025852$ V, $r=0.6$ and $\Lambda=9.3683$. For $V_g=0.7$ V and $V=0$, the left side of (9) is

$$\frac{0.7}{2(0.025852)}-9.3683=4.1703 .$$

The root is $\beta_s=1.1536$. As a check, $\tan\beta_s=2.257$ and $\tau=2.603$, and the three terms on the right are $0.143+0.903+3.124=4.170$.

The potential is 0.492 V at the centre and 0.538 V at the surface. The corresponding densities are $1.83\times10^{24}$ and $1.11\times10^{25}$ m$^{-3}$. The bound in (7) is $3.38\times10^{24}$ m$^{-3}$, so the centre has reached 54% of it.

## Mobile charge

Let $Q$ be the magnitude of the electron charge per unit gate area in the whole film. Integrating (2) across the film and using (8) at both surfaces gives

$$Q=q\int_{-t/2}^{t/2}n\,dx=2\varepsilon_s\psi'(t/2)=\frac{8\varepsilon_sV_T}{t}\,\beta\tan\beta. \tag{11}$$

At the source of the example, $Q_s=5.72\times10^{-3}$ C/m$^2$.

The surface density $n_s=n_0/\cos^2\beta=n_0+n_0\tan^2\beta$ can be expressed through $Q$. By (7) and (11),

$$n_0\tan^2\beta=\frac{8\varepsilon_sV_T\tau^2}{qt^2}=\frac{Q^2}{8\varepsilon_sqV_T}.$$

Boundary condition (3), combined with (11), also says $U=(\psi_s-V)+Q/(2C_{ox})$, where $\psi_s=\psi(t/2)$. Since $\psi_s-V=V_T\ln(n_s/n_i)$,

$$U=\frac{Q}{2C_{ox}}+V_T\ln\!\left[\frac{1}{n_i}\left(n_0+\frac{Q^2}{8\varepsilon_sqV_T}\right)\right]. \tag{12}$$

This is (9) in physical variables. The gate voltage is spent partly across the insulator and partly on raising the surface density. For given $Q$, the thickness appears only through $n_0$.

## From charge to current

With constant mobility $\mu$ and the Einstein relation $D=\mu V_T$, the electron current density along $y$ is

$$J_y=-q\mu n\frac{\partial\psi}{\partial y}+q\mu V_T\frac{\partial n}{\partial y}.$$

Equation (1) gives $V_T\,\partial n/\partial y=n(\partial\psi/\partial y-dV/dy)$. The terms in $\partial\psi/\partial y$ cancel, leaving $J_y=-q\mu n\,dV/dy$. Drain current $I$ is counted positive when it enters at the drain, which means flow toward $-y$. Integration over the cross-section gives

$$I=\mu WQ\,\frac{dV}{dy}. \tag{13}$$

Diffusion is included. Its part of $I$ is $-\mu WV_T\,(dQ/dV)(dV/dy)$, so its share is $-V_T\,d\ln Q/dV$. At the source, drift carries 0.005% of the current for $V_g=0.2$ V, 87% for 0.7 V and 94% for 1.0 V. The same formula covers both mechanisms.

In steady state, without generation or recombination, $I$ is independent of $y$. Integrating (13) along the channel gives

$$I=\mu\frac WL\int_0^{V_{ds}}Q\,dV. \tag{14}$$

At fixed $V_g$, differentiating (9) gives $dV=-2V_Tf'(\beta)\,d\beta$. Let $\beta_s$ and $\beta_d$ be the roots for $V=0$ and $V=V_{ds}$. Since $\beta$ falls toward the drain, the minus sign is absorbed by exchanging the limits:

$$I=\mu\frac WL\,\frac{16\varepsilon_sV_T^2}{t}\int_{\beta_d}^{\beta_s}\tau f'\,d\beta. \tag{15}$$

By (10), the integrand is

$$\tau f'=\tan\beta+\beta\tan^2\beta+2r\tau\tau'.$$

The last term is the derivative of $r\tau^2$. For the others, write $\sec^2\beta=1+\tan^2\beta$ in $\tau'$; then $\tan\beta+\beta\tan^2\beta=\tau'-\beta$, the derivative of $\tau-\beta^2/2$. Hence

$$\boxed{I=\mu\frac WL\frac{4\varepsilon_s}{t}\left(\frac{2kT}{q}\right)^2
\left[\beta\tan\beta-\frac{\beta^2}{2}+r\beta^2\tan^2\beta\right]_{\beta_d}^{\beta_s}} \tag{16}$$

The bracket means its value at $\beta_s$ minus its value at $\beta_d$.

The terms become easier to read in terms of charge. Equation (11) gives $\tau=tQ/(8\varepsilon_sV_T)$, so with the prefactor $16\varepsilon_sV_T^2/t$ the first term is $2V_TQ$ and the third is $Q^2/(4C_{ox})$. By (7), the middle one is $-8\varepsilon_sV_T^2\beta^2/t=-kTn_0t$. Thus

$$I=\mu\frac WL\,[F_s-F_d],\qquad F=\frac{Q^2}{4C_{ox}}+2V_TQ-kTn_0t. \tag{17}$$

**Numbers for the current.** Let $\mu=0.03$ m$^2$/(V s), $W=L=1$ µm, $V_g=0.7$ V and $V_{ds}=0.5$ V. The source terms of (17), multiplied by $\mu W/L$, are

$$13.86+8.87-2.27=20.46\ \text{µA}.$$

At the drain, $\beta_d=0.00409$ and $Q_d=3.67\times10^{-8}$ C/m$^2$; the drain contribution is about $3\times10^{-5}$ µA. The current is therefore 20.46 µA. The numerical check solves Poisson's equation across the full film without assuming symmetry and integrates the resulting charge in (14). For the biases tested, it agrees with (16) to within a relative difference of $4\times10^{-12}$.

## Why the regions join smoothly

Equations (9) and (11) make $Q$ a function of $U=V_g-\Delta\phi-V$ alone. Changing variable from $V$ to $U$ in (14) gives

$$I=\mu\frac WL\int_{V_g-\Delta\phi-V_{ds}}^{V_g-\Delta\phi}Q(U)\,dU .$$

Differentiating with respect to the limits,

$$\frac{\partial I}{\partial V_{ds}}=\mu\frac WLQ_d,\qquad
\frac{\partial I}{\partial V_g}=\mu\frac WL(Q_s-Q_d). \tag{18}$$

The current is smooth because $\beta(U)$ is smooth; no regional expressions have to be joined. The two conductances must add to $\mu(W/L)Q_s$. At $V_g=0.7$ V and $V_{ds}=0.1$ V they are 93.2 and 78.4 µA/V. Their sum, 171.6 µA/V, equals $0.03\times5.720\times10^{-3}$ A/V.

Saturation also follows from (18). When the drain end is nearly empty of electrons, raising $V_{ds}$ adds almost nothing. For $V_g=0.7$ V the current is 13.16 µA at $V_{ds}=0.1$ V, 19.14 µA at 0.2 V, 20.40 µA at 0.3 V and 20.46 µA at 0.5 V.

## Weak inversion: the whole film conducts

Suppose $\beta^2\ll1$ and $r\beta^2\ll1$. Then $f\simeq\ln\beta$, and (9) gives $\beta\simeq e^{-\Lambda}e^{U/(2V_T)}$. Since $e^{-2\Lambda}=t^2qn_i/(8\varepsilon_sV_T)$, equation (7) becomes $n_0\simeq n_ie^{U/V_T}$. The potential is nearly flat, so $Q\simeq qn_0t$. In $F$ the quadratic term is negligible and the other two combine as $2V_TQ-V_TQ=V_TQ$. Therefore

$$I\simeq\mu\frac WL\,kTn_it\,e^{(V_g-\Delta\phi)/V_T}\left(1-e^{-V_{ds}/V_T}\right). \tag{19}$$

The factor $t$ explains the doubling at 0.2 V: electrons fill the film uniformly, and a film twice as thick holds twice as many. At that bias (19) gives $2.846\times10^{-5}$ µA, which differs from (16) by a relative $3\times10^{-5}$.

At fixed $V_{ds}$, a tenfold increase of (19) requires a gate-voltage change $V_T\ln10$. The computed swing between 0.15 and 0.20 V is 59.5 mV per decade, in agreement.

## Strong inversion: the surfaces conduct

As $\beta$ approaches $\pi/2$, $\tan^2\beta$ becomes large. In (12), the term in $Q^2$ then exceeds $n_0$ by this factor, and

$$U\simeq\frac{Q}{2C_{ox}}+V_T\ln\frac{Q^2}{8\varepsilon_sqV_Tn_i}. \tag{20}$$

The thickness has dropped out. At a strongly inverted end, the main remainder of it in $F$ is the term $kTn_0t$ of (17), which (7) keeps below $2\pi^2\varepsilon_sV_T^2/t$ while the other terms grow. At 1.0 V the three source terms are 92.0, 22.9 and −3.2 µA. The drain end, at $U=0.5$ V, is not strongly inverted and does depend on thickness, but its term is only 1.3 µA out of a current of 110 µA. It still matters for the small change: doubling the film raises the source terms by 1.71 µA (1.37 µA from $-kTn_0t$ and 0.33 µA from the two charge terms) and the drain term by 0.48 µA, which leaves the net 1.23 µA, or 1.1%. The sign of the small change follows from (12). At fixed $Q$, a thicker film has larger $\tau=tQ/(8\varepsilon_sV_T)$, hence larger $\beta$ and smaller $n_0=Q^2/(8\varepsilon_sqV_T\tan^2\beta)$, so the right side of (12) falls. At fixed $t$, $U$ increases with $Q$, because both increase with $\beta$. A thicker film therefore holds more charge at every $U$, and the integral (14) rises, in accord with the sign of the computed 1.1%.

Differentiating (20) gives

$$\frac{dQ}{dU}\simeq\frac{2C_{ox}}{1+4C_{ox}V_T/Q},$$

which approaches $2C_{ox}$, the capacitance of two gates, only as $Q$ becomes large compared with $4C_{ox}V_T$. The full solution gives 78% of $2C_{ox}$ at 0.7 V and 89% at 1.0 V.

If the slowly varying logarithmic term in (20) is replaced by a constant $V_0$, then $Q\simeq2C_{ox}(U-V_0)$. When both ends are strongly inverted, keeping the leading term $Q^2/(4C_{ox})$ gives

$$I\simeq2\mu\frac WLC_{ox}\left(V_g-\Delta\phi-V_0-\frac{V_{ds}}2\right)V_{ds}. \tag{21}$$

This law is approximate. At 0.7 V the quadratic term supplies 68% of the source contribution, and at 1.0 V it supplies 82%.

## Where the model fails

**Holes.** Let the holes remain in equilibrium with the source, so that $p=n_ie^{-\psi/V_T}$. The ratio $p/n$ is not the test for omitting them; what matters is how far their charge moves $\psi$. For a nearly uniform $p$, Gauss's law gives a surface shift $qpt/(2C_{ox})$, and integrating $\psi''=-qp/\varepsilon_s$ adds $qpt^2/(8\varepsilon_s)$ at the centre. Both must be small compared with $V_T$.

At $V_g=0.3$ V and $V=1.0$ V, holes outnumber electrons by about five million to one, yet including them moves the potential by less than $10^{-7}$ V. At $V_g=-0.8$ V and $V=0$ the hole charge is no longer harmless. Without holes the surface potential follows the gate to −0.80 V; with holes it is −0.56 V. Equations (6) to (17) do not describe this accumulation regime.

**Boltzmann statistics.** One parabolic band with the free-electron mass has an effective density of states of $2.51\times10^{25}$ m$^{-3}$ at 300 K. At $V_g=0.7$ V the surface density at the source is 0.44 of this, which is not very small. At 1.0 V the $Q^2$ part of the surface density is larger by $92.0/13.86=6.6$, giving about $6\times10^{25}$ m$^{-3}$. For such a band the electrons would be degenerate. The 1.0 V results illustrate the formula; they do not predict the current of a device with that band.

**Quantum confinement.** For the same band, the thermal wavelength $\lambda=h/\sqrt{2\pi m_ekT}$ is 4.3 nm. At $V_g=0.7$ V the classical density falls away from the surface over a length of about $V_T/\psi'(t/2)=2\varepsilon_sV_T/Q_s\approx1$ nm, which is shorter. The classical profile is therefore not reliable there: if the insulator acts as a high barrier, the wave functions nearly vanish at the surface and the density peaks inside the film. The bound (7) on the centre density belongs to the classical model too.

Weak inversion is also affected. In a flat film with impenetrable walls, summing the Boltzmann factors of the levels makes the charge proportional to about $t/\lambda-1/2$ instead of $t/\lambda$. Doubling a 10 nm film then multiplies the charge by about 2.27, not 2. The factor of two is the classical result, approached when $t\gg\lambda$. Here $\lambda$ is set by the mass across the film, so lighter carriers deviate more: for a (100) silicon film, with confinement masses $0.916\,m_e$ in two valleys and $0.19\,m_e$ in four, the same sum gives about 2.7.

**Constant mobility.** The comparison of the two films assumes the same $\mu$ at every bias and thickness. The normal field at the source surface, $Q/(2\varepsilon_s)$, is 0.27 MV/cm at $V_g=0.7$ V and 0.69 MV/cm at 1.0 V. In real films the mobility falls as this field rises and also depends on the thickness, so the 1.1% is a statement about the charge in this model, not about a measured current. At 1.0 V and $V_{ds}=0.5$ V the mean velocity $I/(WQ_d)$ at the drain end is also $1.1\times10^5$ m/s, about the saturation velocity of electrons in silicon.

**The drain end in saturation.** Integrating (13) from the source to $y$ shows that the fraction $y/L$ equals the current for drain voltage $V(y)$ divided by the actual current. At $V_g=0.7$ V and $V_{ds}=0.5$ V, the point where $V=0.3$ V therefore lies at $y/L=20.402/20.464=0.997$. The last 0.2 V of quasi-Fermi potential falls within about 3 nm, less than the film thickness. The potential $\psi$ itself moves by only about 3 mV over this stretch, but the charge nearly vanishes, and $\partial^2\psi/\partial x^2$ vanishes with it. In the solution, the film average of $|\partial^2\psi/\partial y^2|$ is about 0.4 of that of $\partial^2\psi/\partial x^2$ at $V=0.3$ V and three times it at $V=0.35$ V, so the gradual-channel approximation fails there.

At the drain itself, (13) gives $dV/dy=1.9\times10^{10}$ V/m. The implied mean carrier velocity, $\mu\,dV/dy=5.6\times10^8$ m/s, exceeds the speed of light, so constant mobility has failed as well. In this 1 µm channel the affected stretch is a small part of the length. In a channel only a few film thicknesses long it would not be, and (16) would need corrections for two-dimensional electrostatics and for the limited carrier velocity.

## Computed values

```
Temperature: 300 K; thermal voltage: 0.0258520 V
Film thickness: 10.0 nm; oxide: 2.0 nm
Relative permittivities, film and oxide: 12.0, 4.0
Intrinsic density: 1.000e+16 m^-3; mobility: 0.030 m^2/(V s)
Width and length: 1.0, 1.0 micrometre
Capacitance of one gate: 1.770838e-02 F/m^2
Structural ratio r: 0.600000
Logarithm on left of beta equation: 9.368302
Main bias: Vg = 0.70 V, Vds = 0.50 V
Left side of beta equation, source: 4.170302
Left side of beta equation, drain: -5.500129
beta at source: 1.15364699; at drain: 4.08612716e-03
A at source: 7.40159311e-05
Source potential, centre: 0.491769 V
Source potential, surface: 0.538482 V
Source density, centre: 1.82536e+24 m^-3
Source density, surface: 1.11200e+25 m^-3
Upper bound on centre density: 3.38410e+24 m^-3
Effective density of states, mass m_e: 2.50941e+25 m^-3
Charge at source: 5.720431e-03 C/m^2
Charge at drain: 3.668937e-08 C/m^2
Drain current, formula: 20.464135 uA
Drain current, quadrature: 20.464135 uA
Source terms at Vg=0.7 V (Q^2, Q, centre): 13.85926, 8.87307, -2.26817 uA
Source terms at Vg=1.0 V (Q^2, Q, centre): 92.00769, 22.86210, -3.19589 uA
Output curve, Vg=0.7 V, Vds=0.05 V: 7.560000 uA
Output curve, Vg=0.7 V, Vds=0.10 V: 13.156843 uA
Output curve, Vg=0.7 V, Vds=0.20 V: 19.143737 uA
Output curve, Vg=0.7 V, Vds=0.30 V: 20.402425 uA
Output curve, Vg=0.7 V, Vds=0.50 V: 20.464135 uA
Transfer curve, Vds=0.5 V, Vg=0.2 V: 2.845554e-05 uA
Transfer curve, Vds=0.5 V, Vg=0.3 V: 1.360106e-03 uA
Transfer curve, Vds=0.5 V, Vg=0.4 V: 6.173820e-02 uA
Transfer curve, Vds=0.5 V, Vg=0.5 V: 1.320426e+00 uA
Transfer curve, Vds=0.5 V, Vg=0.6 V: 7.307320e+00 uA
Transfer curve, Vds=0.5 V, Vg=0.7 V: 2.046413e+01 uA
Transfer curve, Vds=0.5 V, Vg=0.8 V: 4.188229e+01 uA
Transfer curve, Vds=0.5 V, Vg=1.0 V: 1.103535e+02 uA
Source at Vg=0.2 V: drift share 0.000051, (dQ/dVg)/(2Cox) 0.000040
Source at Vg=0.7 V: drift share 0.874989, (dQ/dVg)/(2Cox) 0.781044
Source at Vg=1.0 V: drift share 0.944530, (dQ/dVg)/(2Cox) 0.892944
At Vg=0.7 V, Vds=0.1 V: dI/dVg 78.38816 uA/V, dI/dVds 93.22476 uA/V
Subthreshold limit at Vg=0.2 V: 2.845627e-05 uA
Subthreshold swing: 59.5271 mV/decade
Current ratio, film doubled, Vg=0.2 V: 1.999927
Current ratio, film doubled, Vg=1.0 V: 1.011155
Hole/electron ratio at Vg=0.3 V, V=1.0 V: 5.245e+06
Potential shift from those holes below 1e-7 V: True
Surface potential at Vg=-0.8 V, V=0, no holes: -0.800000 V
Surface potential at Vg=-0.8 V, V=0, with holes: -0.557426 V
Largest profile error: 1.2e-13 V
Largest relative current error: 3.8e-12
```
